# Counting singlet and triplet encounters of two radicals

## The problem

An electron beam breaks bonds in a resist film and leaves radicals, each with one unpaired electron of spin 1/2. Two radicals from separate exposure events diffuse until they touch. Whether they can form a bond depends on their joint spin state: a singlet pair can usually pair its electrons in a bonding orbital, while a triplet pair usually cannot on the ground-state energy surface.

Assume that the two spins are *unpolarized* (neither has a preferred direction) and *uncorrelated* (knowing one says nothing about the other). Spin operators are in units of \(\hbar\), and \(u\) and \(d\) mean spin up and down along a fixed axis \(z\). In \(ud\) the first letter belongs to radical 1.

(a) List the product states of the pair and their probabilities.

(b) Sort the states by total spin. How many are singlets and how many triplets?

(c) What fraction of first contacts is singlet, and what fraction triplet? Justify giving the new states equal weights.

(d) Are both assumptions needed? Does the answer change if the spins precess before the radicals touch?

(e) Out of 1000 independent first contacts, how many singlets and triplets are expected, and with what scatter?

## Hints

**Hint for (a).** For independent events, probabilities multiply.

**Hint for (b).** Square \(\mathbf S=\mathbf S_1+\mathbf S_2\). The only part that needs work is \(\mathbf S_1\cdot\mathbf S_2\); write it with the raising and lowering operators \(S_\pm=S_x\pm iS_y\). The states \(ud\) and \(du\) have to be combined.

**Hint for (c).** The probability of finding a state \(\phi\) in a mixture is the weighted mean of \(|\langle\phi|k\rangle|^2\) over the members \(k\) of the mixture. Use the normalization of \(\phi\).

**Hint for (d).** Look for a mixture in which each spin alone is unpolarized but the two are linked. For the precession, ask what a unitary evolution does to a complete orthonormal set.

**Hint for (e).** Each contact is a trial with two outcomes.

## Full solution

### (a) Four product states

An unpolarized spin is found up with probability 1/2 and down with probability 1/2, along whichever axis it is measured. It may be treated as an equal mixture of \(u\) and \(d\) for this reason: every observable of a single spin 1/2 is a combination of the unit operator and \(S_x,S_y,S_z\), so the three averages \(\langle S_x\rangle,\langle S_y\rangle,\langle S_z\rangle\) fix all its statistics. For an unpolarized spin all three vanish, and they also vanish in the equal mixture of \(u\) and \(d\).

Since the spins are uncorrelated, the probabilities multiply:
\[
p(uu)=p(ud)=p(du)=p(dd)=\tfrac12\cdot\tfrac12=\tfrac14 .
\]

### (b) Sorting by total spin

The operators of different radicals commute, so
\[
\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2 .
\]
For spin 1/2, \(\mathbf S_1^2=\mathbf S_2^2=\tfrac12(\tfrac12+1)=\tfrac34\). Hence
\[
\mathbf S^2=\tfrac32+2\,\mathbf S_1\cdot\mathbf S_2 .
\]

To rewrite the scalar product, multiply out
\[
S_{1+}S_{2-}=S_{1x}S_{2x}+S_{1y}S_{2y}+i\,(S_{1y}S_{2x}-S_{1x}S_{2y}).
\]
The product \(S_{1-}S_{2+}\) has the same first two terms and the opposite sign in front of \(i\). The sum of both is \(2(S_{1x}S_{2x}+S_{1y}S_{2y})\), which gives
\[
\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+\tfrac12\left(S_{1+}S_{2-}+S_{1-}S_{2+}\right).
\]

The rules for one spin are \(S_+d=u\), \(S_-u=d\), \(S_+u=0\) and \(S_-d=0\). In \(uu\), one of the two spins would have to be raised in each flip term, which gives zero. What remains is \(S_{1z}S_{2z}=\tfrac14\), so
\[
\mathbf S^2\,uu=\left(\tfrac32+\tfrac12\right)uu=2\,uu .
\]
The same argument, with lowering in place of raising, gives \(\mathbf S^2\,dd=2\,dd\).

For \(ud\), \(S_{1z}S_{2z}=-\tfrac14\). The term \(S_{1+}S_{2-}\) gives zero, and \(S_{1-}S_{2+}\) turns \(ud\) into \(du\). Therefore
\[
\mathbf S^2\,ud=\tfrac32\,ud+2\left(-\tfrac14\,ud+\tfrac12\,du\right)=ud+du .
\]
Exchanging the labels gives \(\mathbf S^2\,du=ud+du\) as well. Neither state is an eigenstate, but their sum and difference are:
\[
\mathbf S^2(ud+du)=2(ud+du),\qquad \mathbf S^2(ud-du)=0 .
\]

The eigenvalue of \(\mathbf S^2\) is \(S(S+1)\): 2 means \(S=1\) and 0 means \(S=0\). The normalized states are
\[
T_+=uu,\quad T_0=\frac{ud+du}{\sqrt2},\quad T_-=dd,\quad \mathcal S=\frac{ud-du}{\sqrt2}.
\]
There are three triplet states and one singlet state. Diagonalizing the \(4\times4\) matrix of \(\mathbf S^2\) numerically gives the same eigenvalues: 0, 2, 2, 2.

### (c) From the number of states to probabilities

The count in (b) becomes a probability only if the four new states are equally likely. The equal weights in (a) belonged to the product states, and two of the new states are superpositions of these. Let \(\phi\) be any normalized state of the pair. Its probability in the mixture is
\[
p(\phi)=\sum_k \tfrac14\,|\langle\phi|k\rangle|^2
=\tfrac14\sum_k|\langle\phi|k\rangle|^2=\tfrac14 ,
\]
where \(k\) runs over \(uu,ud,du,dd\). The last sum is the squared length of \(\phi\), which is 1. Each of the four total-spin states thus has probability 1/4, and
\[
p_{\mathcal S}=\tfrac14,\qquad p_T=3\cdot\tfrac14=\tfrac34 .
\]

A count in the old states leads to the same result. The states \(uu\) and \(dd\) contain no singlet. The states \(ud\) and \(du\) have overlaps \(\pm1/\sqrt2\) with \(\mathcal S\), so each is found as a singlet with probability 1/2. The mean is
\[
\tfrac14\left(0+\tfrac12+\tfrac12+0\right)=\tfrac14 .
\]
Half of the pairs have antiparallel \(z\) components, but only half of those are found as singlets. Antiparallel components along one axis do not yet make a singlet; the relative sign of \(ud\) and \(du\) matters too.

### (d) What the assumptions do

Suppose first that the spins are uncorrelated but both point up. Each pair is then \(uu\), and the singlet fraction is 0. Lack of correlation alone is therefore not sufficient.

Now take a mixture of half \(uu\) and half \(dd\). Each radical alone is up or down with equal probability, and \(\langle S_x\rangle=\langle S_y\rangle=0\), so each is unpolarized. Yet neither member contains a singlet, and the fraction is again 0. Lack of polarization alone is not sufficient either. The opposite extreme is a pair made by breaking one bond without changing the total spin: it is born in \(\mathcal S\), each of its spins is unpolarized, and its singlet fraction at birth is 1.

As for precession, let the spins evolve under any Hamiltonian of the two electron spins, with the nuclei represented by fixed magnetic fields, before any pair reacts. The state \(k\) becomes \(Uk\), with \(U\) unitary. The singlet fraction is then
\[
\tfrac14\sum_k|\langle\mathcal S|U|k\rangle|^2
=\tfrac14\,\|U^\dagger\mathcal S\|^2=\tfrac14 ,
\]
because \(U^\dagger\) preserves length. The individual terms do change. For one Hamiltonian with randomly drawn matrix elements, the singlet probabilities starting from \(uu,ud,du,dd\) moved from 0, 0.5, 0.5, 0 to 0.044, 0.237, 0.464, 0.255. Their mean stayed at 0.2500.

This invariance ends once singlet pairs are removed by reaction. The survivors are then no longer an equal mixture, and spin motion among them can produce new singlets. The fractions 1/4 and 3/4 describe first contact, and the reacted fraction per encounter is a separate question, taken up in the second variation.

### (e) A thousand contacts

With \(N=1000\) and \(p=1/4\), the expected numbers are
\[
Np=250\ \text{singlets},\qquad N(1-p)=750\ \text{triplets}.
\]
For one trial, let \(x=1\) for a singlet and \(x=0\) for a triplet. Then \(\langle x^2\rangle=\langle x\rangle=p\), and the variance is \(p-p^2=p(1-p)\). Variances of independent trials add, so the standard deviation is
\[
\sigma=\sqrt{Np(1-p)}=\sqrt{1000\cdot0.25\cdot0.75}=13.7 .
\]
The triplet count has the same scatter, since the two counts add up to 1000. Relative to the singlet count, \(\sigma\) is about 5.5%. It grows as \(\sqrt N\) while the count grows as \(N\), so in a small resist volume with few encounters the ratio 1 to 3 holds on average and not in each volume.

## Variation 1: polarized radicals

*Each radical has a polarization vector \(\mathbf P_i=2\langle\mathbf S_i\rangle\), of length between 0 and 1. The spins are still uncorrelated. Find the singlet fraction, and its change for radicals in thermal equilibrium at 300 K in a lens field of 1 T.*

From \(\mathbf S^2=\tfrac32+2\,\mathbf S_1\cdot\mathbf S_2\), the scalar product is \(\tfrac12(2-\tfrac32)=\tfrac14\) in a triplet and \(\tfrac12(0-\tfrac32)=-\tfrac34\) in the singlet. The operator
\[
\Pi_{\mathcal S}=\tfrac14-\mathbf S_1\cdot\mathbf S_2
\]
therefore has the value 0 in each triplet and 1 in the singlet, and its average is the singlet fraction. Without correlation, the average of each product \(S_{1i}S_{2i}\) factorizes:
\[
\langle\mathbf S_1\cdot\mathbf S_2\rangle=\langle\mathbf S_1\rangle\cdot\langle\mathbf S_2\rangle=\tfrac14\,\mathbf P_1\cdot\mathbf P_2 ,
\]
\[
p_{\mathcal S}=\tfrac14\left(1-\mathbf P_1\cdot\mathbf P_2\right).
\]

Two fully polarized parallel spins give 0, and two antiparallel ones give 1/2, the largest value without correlation. If one radical is unpolarized, the result is 1/4 whatever the other does. For the singlet fraction of the uncorrelated pair, the assumption can thus be weakened: one unpolarized partner is enough. This survives precession of each spin in its own local field, but not the general invariance of part (d): with one spin fully up along \(z\), a field difference along \(z\) together with an exchange coupling of equal strength moves the fraction between 1/4 and 0. Averaging numerically over all directions of one spin, with the other held fully polarized, gave 0.2500.

In a field \(B\) along \(z\), the energies of \(u\) and \(d\) are \(\pm\tfrac12 g\mu_BB\), with \(g\) taken positive. With \(x=g\mu_BB/(2k_BT)\), the Boltzmann weights are \(e^{-x}\) and \(e^{x}\), so
\[
P_z=\frac{e^{-x}-e^{x}}{e^{-x}+e^{x}}=-\tanh x .
\]
Both radicals have the same polarization. The sign cancels in the product, and the singlet fraction changes by \(-\tfrac14\tanh^2x\). At 300 K and 1 T, \(\tanh x=2.24\times10^{-3}\), and the change is \(-1.3\times10^{-6}\). Relative to 1/4 this is about five parts in a million. The equal mixture is an excellent description here because the magnetic energy is small compared with \(k_BT\). At fixed field and falling temperature, \(\tanh x\) tends to 1 and the singlet fraction in thermal equilibrium tends to 0.

## Variation 2: triplets that become singlets

*Suppose all singlets react at first contact. The triplets stay neighbours for a time \(t\), in a field of 1 T, and the local fields of the two radicals along \(z\) differ by \(\Delta B=1\) mT. What fraction of all encounters can supply further singlets? Compare a solid resist film with a thin liquid.*

For equal \(g\) factors, a common field gives \(ud\) and \(du\) the same energy, namely zero. A difference \(\Delta g\) between the radicals acts like a field difference \(B\,\Delta g/g\), which at 1 T is 0.5 mT for \(\Delta g=10^{-3}\); any such part is counted in \(\Delta B\). The difference \(\Delta B\) gives them the energies \(\pm\tfrac12\hbar w\), with \(w=g\mu_B\Delta B/\hbar\). Starting from \(T_0\), the state is
\[
\psi(t)=\frac{e^{-iwt/2}\,ud+e^{iwt/2}\,du}{\sqrt2},
\]
\[
\langle\mathcal S|\psi(t)\rangle=\tfrac12\left(e^{-iwt/2}-e^{iwt/2}\right)=-i\sin\frac{wt}{2}.
\]
Since \(T_0\) holds 1/4 of all pairs, the extra singlet fraction at time \(t\), relative to all first contacts, is
\[
\Delta p=\tfrac14\sin^2\frac{wt}{2}.
\]

The states \(T_\pm\) are nearly locked by the strong field. Let radical 1 feel an extra transverse field \(b\), while radical 2 feels \(B\) alone. Spin 2 keeps its direction. Spin 1 precesses about an axis tilted by \(\alpha\), with \(\tan\alpha=b/B\), and gets at most \(2\alpha\) away from its initial direction. A spin turned by \(2\alpha\) is found flipped with probability \(\sin^2\alpha=b^2/(B^2+b^2)\). Half of the flipped part is singlet. For \(b=1\) mT and \(B=1\) T this is at most \(5\times10^{-7}\), for \(uu\) and \(dd\) alike. If \(B\) is reduced to the size of \(b\), the protection is lost. The estimate also leaves out exchange between the radicals. If the exchange splitting of singlet and triplet is close to the Zeeman energy \(g\mu_BB\), one of the states \(T_\pm\) has nearly the same energy as the singlet, and even a small transverse field difference can then mix the two.

For the encounter time, use the diffusion estimate \(t=d^2/D\), with \(d=0.5\) nm \(=5\times10^{-8}\) cm. The rough diffusion coefficients are \(10^{-8}\) cm²/s for a small radical in the film and \(10^{-5}\) cm²/s in the liquid:
\[
t_{\text{film}}=\frac{2.5\times10^{-15}\ \text{cm}^2}{10^{-8}\ \text{cm}^2/\text{s}}=250\ \text{ns},\qquad t_{\text{liquid}}=0.25\ \text{ns}.
\]
With \(w=1.76\times10^8\) rad/s, the phases \(wt\) are 44 rad and 0.044 rad.

In the liquid,
\[
\Delta p=\tfrac14\sin^2(0.022)=1.2\times10^{-4}.
\]
For equal \(g\) factors the 1 T field turns both spins about \(z\) together, which does not mix \(T_0\) with \(\mathcal S\). The relative phase of \(ud\) and \(du\), which does mix them, is still small when the radicals part. If each singlet contact reacts, triplets do not, and the radicals do not meet again after parting, the reacted fraction per encounter is also close to 1/4. Pairs that do meet again have had more time to mix, so they can supply more singlets than this estimate.

An exchange coupling \(\hbar j\,\mathbf S_1\cdot\mathbf S_2\) lowers the small \(\Delta p\) from \(T_0\) during a single stay further. It separates \(T_0\) and \(\mathcal S\) by \(\hbar j\), while the field difference couples them with matrix element \(\hbar w/2\). Apart from a common energy, the two-state Hamiltonian is \(\tfrac{\hbar}{2}(w\sigma_x+j\sigma_z)\), in terms of Pauli matrices. Its square is \((\hbar\Omega/2)^2\), with \(\Omega=\sqrt{w^2+j^2}\). Splitting the exponential series into even and odd powers gives
\[
e^{-iHt/\hbar}=\cos\frac{\Omega t}{2}-i\,\frac{w\sigma_x+j\sigma_z}{\Omega}\sin\frac{\Omega t}{2},
\]
so the transition probability is \((w/\Omega)^2\sin^2(\Omega t/2)\). This equals \((wt/2)^2(\sin y/y)^2\) with \(y=\Omega t/2\). For the small \(wt/2\) of the liquid, increasing \(j\) from zero increases \(y\) and lowers \((\sin y/y)^2\) below its starting value.

In the film the relative phase makes about seven turns in 250 ns. The estimate \(t=d^2/D\) omits numerical factors, which can shorten the encounter to roughly half a turn to three turns. The value of \(\sin^2\) at the end has no meaning, since \(t\) is known only roughly. What matters is that, with the field difference alone, a \(T_0\) pair has time to pass through the singlet state, perhaps more than once, while the radicals are still neighbours. Two couplings between the spins work against this: exchange, and the magnetic dipolar coupling of the two electrons. The latter splits \(T_0\) from \(\mathcal S\) by \(\tfrac12\hbar\omega_d(3\cos^2\theta-1)\), where \(\theta\) is the angle between the pair axis and the field. Here \(\omega_d=2.6\times10^9\) rad/s at 0.5 nm, about 15 times \(w\), and it falls as the inverse cube of the distance. For fixed pairs at 0.5 nm the largest singlet probability reached from \(T_0\), averaged over orientations, is then only about 0.1. Motion to larger distances and through the angle where the splitting vanishes restores the mixing, but takes time. The rate \(k\) at which singlets are removed matters too: it has to be comparable with \(w\). For \(k\gg w\) the removal freezes the mixing, and \(T_0\) drains only at a rate of about \(w^2/k\). If the encounter is long, the couplings do not block the mixing and \(k\) lies in the right range, the whole \(T_0\) quarter may react as well. Without spin relaxation, and as long as \(T_\pm\) stay locked, the reacted fraction could then approach \(\tfrac14+\tfrac14=\tfrac12\). Relaxation sets a limit to this estimate: for a rough relaxation time of 1000 ns, the film encounter lasts 0.25 of that time, so some \(T_\pm\) pairs can also change. In the liquid the ratio is \(2.5\times10^{-4}\).

### Beside a real resist

The diffusion coefficients, the field difference and the relaxation time are rough assumed values, not data for a particular resist. In a glassy film even a small radical can diffuse much more slowly than assumed here, and a radical centre attached to a long polymer chain is slower still. The encounter can then last longer than the spin relaxation time, so that \(T_\pm\) pairs are converted too and the limit of 1/2 no longer applies. The 1 T field applies to a film inside a strong magnetic lens; once the film has left it, the locking of \(T_\pm\) weakens or disappears. Another assumption that can fail in a real film is that partners come from separate events. If a fraction \(f\) of contacts is between partners from one broken bond, still in their original singlet state, then
\[
p_{\mathcal S}=f\cdot1+(1-f)\cdot\tfrac14=\tfrac14+\tfrac34 f .
\]
Each percentage point of such contacts raises the singlet fraction by 0.75 percentage points, far more than thermal polarization changes it. The numerical output below lists the inputs and results.

## Computed results

```
COUNTING
eigenvalues of S^2 (hbar^2): [0. 2. 2. 2.]
number of singlet states: 1
number of triplet states: 3
singlet probability of uu, ud, du, dd: [0.  0.5 0.5 0. ]
mean singlet fraction: 0.2500
triplet fraction: 0.7500
one spin polarized, other averaged over sphere: 0.2500
CASES OUTSIDE THE CONDITION, singlet fraction
both spins up: 0.0000
one up, one down: 0.5000
correlated mixture of uu and dd: 0.0000
EVOLUTION UNDER A RANDOM SPIN HAMILTONIAN
singlet probabilities from uu, ud, du, dd: [0.044 0.237 0.464 0.255]
their mean: 0.2500
EXAMPLE INPUTS (rough typical values)
temperature: 300 K
lens field: 1.0 T
local field difference: 1.0 mT
contact distance: 0.5 nm
diffusion coefficient, film: 1e-08 cm2/s
diffusion coefficient, thin liquid: 1e-05 cm2/s
spin relaxation time: 1000 ns
EXAMPLE RESULTS
number of first contacts: 1000
expected singlets: 250
expected triplets: 750
standard deviation of either count: 13.7
NEGLECTED EFFECTS
size of thermal polarization: 2.24e-03
change of singlet fraction by polarization: -1.26e-06
mixing angular frequency w: 1.761e+08 rad/s
encounter time, film: 250 ns
encounter time, liquid: 0.25 ns
phase w t, film: 44.0 rad
phase w t, liquid: 0.0440 rad
extra singlet fraction, liquid: 1.21e-04
largest singlet probability reached from T+: 5.0e-07
singlet plus T0 fraction: 0.5000
encounter time / relaxation time, film: 0.25
encounter time / relaxation time, liquid: 2.5e-04
```
